# How interface roughness weakens reflectivity fringes during solid-phase epitaxial regrowth

**Question**

I am following the regrowth of an ion-amorphised layer with a 633 nm laser at normal incidence. The reflectivity oscillates as the buried amorphous/crystal interface moves towards the surface. An exercise says that the interface has Gaussian roughness of 10 nm and the amorphous material has index 4.5. It asks me to show that coherent averaging reduces the single-reflection interference amplitude to about 67 percent.

I averaged the phase of the wave returning from the interface, squared the result because a detector measures power, and got 45 percent. Where does 67 percent come from? And does it survive absorption, repeated reflections and a detector that also catches scattered light?

**Answer**

Your 45 percent is the factor by which roughness multiplies the specular power of the interface wave alone. The fringe is a cross term between that wave and the surface reflection, so it contains the averaged interface field once, not squared.

**The reflected field for a flat interface**

Take the time factor \(e^{-i\omega t}\), let \(k_0=2\pi/\lambda\), and measure depth into the sample. The film has index \(n_a\), the crystal \(n_c\), both real for now. The outer surface is flat and the interface lies at depth \(d\). The field reflection coefficients at the two boundaries are

\[
r_{01}=\frac{1-n_a}{1+n_a},\qquad r_{12}=\frac{n_a-n_c}{n_a+n_c}.
\]

A wave that enters the film, reflects once from the interface and leaves again picks up two transmission coefficients, whose product is

\[
\frac{2}{1+n_a}\,\frac{2n_a}{1+n_a}=\frac{4n_a}{(1+n_a)^2}
=\frac{(1+n_a)^2-(1-n_a)^2}{(1+n_a)^2}=1-r_{01}^2 .
\]

It also crosses the film twice, which gives the phase \(\varphi=2k_0n_ad\). Each further round trip adds a factor \(-r_{01}r_{12}e^{i\varphi}\), because the surface seen from inside has reflection coefficient \(-r_{01}\). Hence

\[
r=r_{01}+(1-r_{01}^2)\sum_{m=1}^{\infty}(-r_{01})^{m-1}r_{12}^{\,m}e^{im\varphi}.
\]

"Single reflection" means keeping \(m=1\):

\[
r\simeq r_{01}+A\,e^{i\varphi},\qquad A=(1-r_{01}^2)\,r_{12}.
\]

**Averaging over the roughness**

Now let the local depth be \(d+h\), where \(h\) varies across the wafer with zero mean and a Gaussian distribution of rms value \(\sigma\). I read the stated 10 nm as this rms value, not as a peak-to-valley height.

Assume small slopes and lateral structure that is long compared with the wavelength in the film. Each patch then reflects like a flat interface at its own depth. The specular beam is the part of the reflected field with no lateral variation, so its amplitude is the lateral mean of the local field. If the beam covers many correlation lengths, this mean is close to the average over the height distribution.

A displacement \(h\) lengthens the round trip by \(2h\), so the phase changes by \(qh\), with \(q=2k_0n_a=4\pi n_a/\lambda\). The required average is

\[
D=\langle e^{iqh}\rangle=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\!\left(-\frac{h^2}{2\sigma^2}+iqh\right)dh .
\]

Complete the square in the exponent:

\[
-\frac{h^2}{2\sigma^2}+iqh=-\frac{(h-iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.
\]

The Gaussian has no singularities and decays at both ends, so the integration line may be shifted by \(iq\sigma^2\). The remaining integral is \(\sigma\sqrt{2\pi}\), which cancels the normalisation. With \(s=q\sigma\), the rms round-trip phase,

\[
D=e^{-s^2/2}=\exp\!\left(-\frac{8\pi^2n_a^2\sigma^2}{\lambda^2}\right).
\]

Extending the integral to all heights requires \(d\) to be at least about \(3\sigma\), so that almost no part of the interface has reached the surface.

**From field to fringe**

The mean specular field is \(r_{01}+AD\,e^{i\varphi}\). Its squared modulus is

\[
R=r_{01}^2+A^2D^2+2r_{01}AD\cos\varphi .
\]

As \(d\) changes at fixed \(\sigma\), only the last term varies. Half the difference between maximum and minimum is therefore \(2|r_{01}A|D\), against \(2|r_{01}A|\) for a smooth interface. The ratio is \(D\). Your square appears in the second term, which is part of the background.

For your numbers,

\[
s=\frac{4\pi(4.5)(10\ \mathrm{nm})}{633\ \mathrm{nm}}=0.893,\qquad
D=e^{-0.798/2}=e^{-0.399}=0.671 .
\]

This is the 67 percent. Its square is \(D^2=0.450\), your 45 percent.

To see the size of the signal, take \(n_c=4.0\). Then \(r_{01}=-0.6364\) and \(r_{12}=0.0588\), so \(A=(1-0.4050)(0.0588)=0.0350\). The half-swing of the reflectivity is

\[
2(0.6364)(0.0350)=0.0445
\]

for a smooth interface, and \(0.671\times0.0445=0.0299\) for the rough one. In this single-reflection approximation the crystal index sets the size of both swings but cancels from their ratio. The fringe period, \(\lambda/(2n_a)=70.3\) nm of regrowth, is unchanged.

**What if the detector also collects the scattered light?**

Keep the local-plane picture, and suppose that the lateral structure is also long compared with the vacuum wavelength, so that the scattered light can leave the film, and that all of it is collected. One then averages local intensities instead of fields:

\[
\left\langle\left|r_{01}+Ae^{i(\varphi+qh)}\right|^2\right\rangle
=r_{01}^2+A^2+2r_{01}A\,\mathrm{Re}\!\left(e^{i\varphi}\langle e^{iqh}\rangle\right).
\]

The average in the last term is again the real number \(D\), so the fringe is \(2r_{01}AD\cos\varphi\), as before. The background is higher by

\[
A^2(1-D^2)=(0.0350)^2(1-0.450)=0.00067 .
\]

Coherent averaging is the right description of the specular beam, but within this model the fringe loss alone cannot distinguish the two kinds of detection.

**Repeated reflections**

The \(m\)-th term of the series contains the phase \(mqh\), so its average is \(e^{-m^2s^2/2}\): later terms are damped more strongly. They also start small, since successive terms have the ratio \(|r_{01}r_{12}|=0.037\) before damping.

Their effect on the half-swing is smaller still. The second returning wave interferes with the surface wave as \(\cos2\varphi\), which has the same value at \(\varphi=0\) and \(\varphi=\pi\), the two extremes of the fringe. To this order it cancels from their difference. Averaging the full reflected field numerically over the heights gives a specular swing ratio of 0.671, unchanged at three digits. Averaging local intensities instead, as for a detector that collects all the light, gives 0.670.

**Absorption**

If the film index is \(n_a+i\kappa\), the Gaussian integral still holds with \(q=2k_0(n_a+i\kappa)\):

\[
e^{-q^2\sigma^2/2}
=\exp\!\left[-2k_0^2\sigma^2(n_a^2-\kappa^2)\right]
\exp\!\left[-4ik_0^2\sigma^2n_a\kappa\right].
\]

The first factor is the damping relative to a smooth interface at the same mean depth. For \(\kappa=0.4\) it is 0.673. The second factor is a phase. Setting it equal to \(2k_0n_a\,\delta d\) gives an apparent depth shift

\[
\delta d=-2k_0\kappa\sigma^2=-0.79\ \mathrm{nm}.
\]

The interface looks slightly shallower because light returning from its shallow parts is absorbed less.

In an absorbing film the fringes also grow as the interface rises, so the rough and smooth swings must be compared at the same fringe. I averaged the full film reflection numerically, with an extinction coefficient of 0.05 in the crystal, and compared a maximum with the next minimum at mean depths between 85 and 160 nm. The ratio of rough to smooth swing is 0.67 there too.

**When the lateral structure is fine**

The assumption of locally flat patches matters more. The wavelength in the film is \(633/4.5=141\) nm. If the roughness varies laterally on a much finer scale, the light does not resolve separate patches. It sees a graded layer whose permittivity, to first order in the index difference, changes from \(n_a^2\) to \(n_c^2\) in proportion to the crystal fraction at each depth.

For a small index difference, a thin slice at depth \(z\) from the mean interface reflects in proportion to its permittivity step. With Gaussian heights these steps have the Gaussian weight \(p(z)\). If \(\bar n\) is a mean index in the layer, then

\[
\frac{r_{\rm graded}}{r_{12}}\simeq\int p(z)\,e^{2ik_0\bar nz}\,dz
=e^{-2k_0^2\bar n^2\sigma^2}\simeq e^{-2k_0^2n_an_c\sigma^2}.
\]

The last step uses \(\bar n^2\simeq n_an_c\); other reasonable means differ from it at second order in the index difference. The result is 0.701. A numerical solution for the graded layer agrees within 0.0002 when the permittivity is mixed linearly; mixing its inverse instead, as is appropriate for a field across fine ridges, gives 0.702, so only two digits are independent of the mixing rule. Thus the same height distribution gives 67 percent for broad undulations and about 70 percent for very fine ones. The rms height alone does not settle the factor.

**The height distribution, and using the result backwards**

For \(s\ll1\), \(D\simeq1-s^2/2\), and any symmetric distribution with the same rms height gives this leading loss. At \(s=0.89\) the shape begins to matter. Heights spread uniformly between \(-\sqrt3\,\sigma\) and \(\sqrt3\,\sigma\) also have rms value \(\sigma\), but give

\[
\frac{1}{2\sqrt3\,\sigma}\int_{-\sqrt3\sigma}^{\sqrt3\sigma}e^{iqh}\,dh
=\frac{\sin(\sqrt3\,s)}{\sqrt3\,s}=0.646 .
\]

If the Gaussian model is justified, a measured ratio \(D\) can be inverted:

\[
\ln D=-\frac12\left(\frac{4\pi n_a\sigma}{\lambda}\right)^2
\quad\Longrightarrow\quad
\sigma=\frac{\lambda}{4\pi n_a}\sqrt{-2\ln D}.
\]

The smooth-interface swing must be known at the same depth. A slow variation of film thickness across the laser spot also spreads the phase, and this formula would count it as roughness.

**How this compares with real regrowth**

The setting resembles silicon amorphised by implantation and annealed at roughly 500–600 °C. The indices 4.5 and 4.0 and the extinction coefficients are round illustrative values; for a real sample, use values measured at the anneal temperature. A roughness of 10 nm is large for clean regrowth on (100) silicon, where I would expect a few nanometres or less; it is more plausible for a poorly defined initial interface or a disturbed growth front. Real roughness need not be broad compared with 141 nm. The fine-structure limit gives 0.70 instead of 0.67, and lateral periods comparable with the wavelength in the film can take the factor outside that range. The index at the anneal temperature matters too: with \(\sigma\) held at 10 nm, \(n_a=4.3\) gives 0.69, \(n_a=4.7\) gives 0.65, and \(n_a=4.85\), near the value commonly used for amorphous silicon at these temperatures, gives 0.63. Roughness can also change during growth. With \(n_a\) held at 4.5, 9 nm gives 0.72 and 11 nm gives 0.62, so the damping then varies along the fringe.

All numerical values are calculated from the stated model.
